# Why Wick factorization can fail for a fixed number of fermions

**Wick factorization and a fixed number of fermions**

An electrically isolated quantum dot exchanges heat with its surroundings but no charge. Suppose it holds one electron with two accessible spin-orbitals, at energies $0$ and $\Delta$, and a repulsion $U$ acts when both are occupied. One electron cannot fill two orbitals, so the repulsion never acts. The unperturbed Hamiltonian is noninteracting, however, and the rules of diagrammatic perturbation theory assign a first-order energy $U\langle n_1\rangle\langle n_2\rangle$, which is positive at any finite temperature. The two answers disagree because the diagram rules rest on Wick factorization, and a noninteracting Hamiltonian is not enough to guarantee it. The ensemble matters too.

## Conventions

Hartree atomic units are used, and $\beta=1/k_BT$. There are $M$ fermion modes (spin is part of the label), with $\{c_p,c_q^\dagger\}=\delta_{pq}$, $\{c_p,c_q\}=0$, $n_p=c_p^\dagger c_p$, $\hat N=\sum_p n_p$ and $H=\sum_p\varepsilon_p n_p$. Labels $p,q$ denote eigenmodes of $H$, and $a,b,c,d$ any orthonormal modes. The one-body density matrix is $\gamma_{ab}=\langle c_a^\dagger c_b\rangle$. A state obeys Wick factorization at the four-operator level if

$$\langle c_a^\dagger c_b^\dagger c_c c_d\rangle=\gamma_{ad}\gamma_{bc}-\gamma_{ac}\gamma_{bd}.\tag{1}$$

For $a\ne b$, moving $c_a$ past $c_b^\dagger$ and $c_b$ costs two signs, so $n_an_b=c_a^\dagger c_b^\dagger c_bc_a$, and (1) gives $\langle n_an_b\rangle=\gamma_{aa}\gamma_{bb}-|\gamma_{ab}|^2$. Any $\rho$ that is a function of the $n_p$ is diagonal in the occupation states, where $c_p^\dagger c_q$ ($p\neq q$) has no diagonal elements. In the eigenbasis $\gamma_{pq}$ therefore vanishes and (1) reduces to $\langle n_pn_q\rangle=\langle n_p\rangle\langle n_q\rangle$. The case $p=q$ is not at issue: $n_p^2=n_p$ in every ensemble.

The canonical state is $\rho_N=P_Ne^{-\beta H}/Z_N$, where $P_N$ projects on $N$ particles. The grand state is $\rho=e^{-\beta K}/\Xi$ with $K=H-\mu\hat N$. The numbers below come from the numerical check.

## The counter-example

Take $\varepsilon_1=0$, $\varepsilon_2=\Delta$, $N=1$, with round model parameters $\Delta=0.01$ Ha, $\beta=100$ Ha$^{-1}$ ($T\approx3158$ K), $U=0.2$ Ha. These are not the values of a real dot, where a size of order 100 nm puts $\Delta$ and $U$ on the meV scale. The canonical averages depend only on $\beta\Delta$, here $1$, and the first-order energies below are proportional to $U$. The sector has two states, $|10\rangle$ with weight $1$ and $|01\rangle$ with weight $e^{-\beta\Delta}$, so

$$\langle n_1\rangle=\frac{1}{1+e^{-\beta\Delta}}=0.731059,\qquad \langle n_2\rangle=1-\langle n_1\rangle=0.268941 .$$

The operator $n_1n_2$ gives zero on both states, so $\langle n_1n_2\rangle=0$. The factorized value, after dividing numerator and denominator by $e^{-\beta\Delta}$, is

$$\langle n_1\rangle\langle n_2\rangle=\frac{e^{-\beta\Delta}}{(1+e^{-\beta\Delta})^2}=\frac{1}{4\cosh^2(\beta\Delta/2)}=0.731059\times0.268941=0.196612 .$$

For $\beta\Delta\gg1$ the violation falls as $e^{-\beta\Delta}$; at $\beta=1000$ Ha$^{-1}$ it is $4.54\times10^{-5}$. The state then approaches the single determinant $|10\rangle$. For $\Delta=0$ it is $1/4$ at every temperature, so a degenerate ground level keeps the violation as $T\to0$.

A change of basis does not help. The Wick value $\gamma_{aa}\gamma_{bb}-|\gamma_{ab}|^2$ is $\det\gamma$ for two modes, which a unitary rotation leaves at $\langle n_1\rangle\langle n_2\rangle$, while $c_bc_a$ annihilates every one-particle state, so the exact value stays $0$. For $c_{a,b}=(c_1\pm c_2)/\sqrt2$ one has $\gamma_{aa}=\gamma_{bb}=0.5$ and $|\gamma_{ab}|=(0.731059-0.268941)/2=0.231059$, and $0.5^2-0.053388=0.196612$. The exchange term removes only part of the product.

The grand state of the same levels has Fermi occupations $f_p=1/(1+e^{\beta(\varepsilon_p-\mu)})$. Mean number one requires $f_2=1-f_1$, that is $\Delta-\mu=\mu$, so $\mu=0.005$ Ha. This gives $f_1=0.622459$, $f_2=0.377541$ and $\langle n_1n_2\rangle=0.235004=f_1f_2$. Here the pair average is real: the doubly occupied state has weight, balanced by the empty state. At $2\beta=200$ Ha$^{-1}$ and the same $\mu$, $f_1=1/(1+e^{-\beta\Delta})$ equals the canonical $\langle n_1\rangle$, and $\langle n_1n_2\rangle=0.196612$. Two states with identical $\gamma$ thus have pair averages $0$ and $0.196612$, so $\gamma$ alone does not fix the two-body average.

For the perturbation $UV$ with $[V,\hat N]=0$, cyclicity of the trace gives $\partial_U\mathrm{Tr}\,P_Ne^{-\beta(H+UV)}=-\beta\,\mathrm{Tr}\,P_Ne^{-\beta(H+UV)}V$, so the free energy $F=-\beta^{-1}\ln Z_N$ has $\partial_UF|_0=\langle V\rangle$. The Hartree and Fock diagrams are the two terms of (1) applied to $\langle V\rangle$. With $V=n_1n_2$ and the canonical occupations they give $0.2\times0.196612=0.039322$ Ha $=1.07$ eV; with the Fermi occupations at mean number one they would give $0.2\times0.235004=0.047001$ Ha. The exact shift is zero to all orders, because $V$ vanishes on the sector. The diagrams let the electron's weight in level 1 repel its own weight in level 2.

The propagator fails in a related way. With $K=H-\mu\hat N$ for any $\mu$, $e^{\tau K}c_pe^{-\tau K}=e^{-\tau(\varepsilon_p-\mu)}c_p$ (derived below), so $G_p(\tau)=-\langle c_p(\tau)c_p^\dagger\rangle=-e^{-\tau(\varepsilon_p-\mu)}(1-\langle n_p\rangle)$ for $0<\tau<\beta$, while time ordering gives $G_p(0^-)=+\langle n_p\rangle$. A series in fermionic Matsubara frequencies represents $G_p$ on $0<\tau<\beta$ for any $\mu$, but it is antiperiodic, so it also represents $G_p$ at negative $\tau$ only if $G_p(\beta^-)=-G_p(0^-)$, that is $\langle n_p\rangle/(1-\langle n_p\rangle)=e^{-\beta(\varepsilon_p-\mu)}$. Level 1 has ratio $e^{\beta\Delta}$ and demands $\mu=\Delta=0.01$ Ha. Level 2 has ratio $e^{-\beta\Delta}$ and demands $\mu=0$. No common $\mu$ exists for $\Delta\neq0$. For $\Delta=0$ the value $\mu=0$ serves both levels while the violation of (1) is $1/4$, so an antiperiodic propagator does not imply factorization.

## The general statement

For $M$ noninteracting fermion modes:

(a) Equation (1) holds in the grand state and in any single Slater determinant.

(b) A state with fixed $N$ obeys (1) only if it is a single Slater determinant.

(c) In the canonical state at finite $\beta$ with $0<N<M$, every pair $p\ne q$ of eigenmodes has

$$\mathrm{Cov}(n_p,n_q)=-\frac{x_px_q\,(E_{N-1}^2-E_NE_{N-2})}{Z_N^2}<0,\tag{2}$$

where $x_r=e^{-\beta\varepsilon_r}$ and $E_k$ is the sum of all products of $k$ distinct $x_r$ with $r\ne p,q$ ($E_0=1$, and $E_k=0$ for $k<0$ or $k>M-2$).

The canonical exceptions are $N=0$, $N=M$, and $T\to0$ with a nondegenerate ground state, each a single determinant.

## Proof of (a), and the step that fixed $N$ destroys

From $[n_p,c_p]=-c_p$ follows $[K,c_p]=-\xi_pc_p$ with $\xi_p=\varepsilon_p-\mu$. Then $c_p(s)=e^{sK}c_pe^{-sK}$ obeys $dc_p/ds=-\xi_pc_p(s)$, so $c_p(s)=e^{-s\xi_p}c_p$; for $c_p^\dagger$ the sign of $\xi_p$ is reversed. At $s=\beta$, any $\alpha\in\{c_p,c_p^\dagger\}$ obeys $\alpha\rho=\lambda\rho\alpha$, with $\lambda=e^{-\beta\xi_p}$ for $c_p$ and $e^{+\beta\xi_p}$ for $c_p^\dagger$. Cyclicity gives, for any operator $X$,

$$\langle X\alpha\rangle=\mathrm{Tr}(\alpha\rho X)=\lambda\langle\alpha X\rangle.\tag{3}$$

For two operators, $\alpha_1\alpha_2=\{\alpha_1,\alpha_2\}-\alpha_2\alpha_1$ and (3) give $(1+\lambda_1)\langle\alpha_1\alpha_2\rangle=\{\alpha_1,\alpha_2\}$, which contains $\langle c_p^\dagger c_p\rangle=f_p$. For four, $\alpha_1$ is anticommuted to the right, one sign per step, and each anticommutator is a number:

$$\alpha_1\alpha_2\alpha_3\alpha_4=\{\alpha_1,\alpha_2\}\alpha_3\alpha_4-\{\alpha_1,\alpha_3\}\alpha_2\alpha_4+\{\alpha_1,\alpha_4\}\alpha_2\alpha_3-\alpha_2\alpha_3\alpha_4\alpha_1 .$$

By (3) the last term averages to $-\lambda_1\langle\alpha_1\alpha_2\alpha_3\alpha_4\rangle$. Moving it to the left and dividing by $1+\lambda_1$ turns each anticommutator into a two-operator average:

$$\langle\alpha_1\alpha_2\alpha_3\alpha_4\rangle=\langle\alpha_1\alpha_2\rangle\langle\alpha_3\alpha_4\rangle-\langle\alpha_1\alpha_3\rangle\langle\alpha_2\alpha_4\rangle+\langle\alpha_1\alpha_4\rangle\langle\alpha_2\alpha_3\rangle .$$

For two creators followed by two annihilators the first term vanishes because $\{c^\dagger,c^\dagger\}=0$, and the other two are (1). Both sides of (1) are linear in each of the four operators, so it carries over to any basis. A determinant is the $\beta\to\infty$ limit of the grand state of an auxiliary Hamiltonian with $\xi<0$ on its occupied orbitals and $\xi>0$ on the others, and (1) is continuous in $\rho$, so it holds there too.

In the canonical state $c_pe^{-\beta H}=x_pe^{-\beta H}c_p$ still holds, but $c_p$ lowers the particle number, so $c_pP_N=P_{N-1}c_p$ and

$$c_p\rho_N=x_p\frac{Z_{N-1}}{Z_N}\,\rho_{N-1}c_p .$$

The analogue of (3) returns an average in a different ensemble, which cannot be moved to the left and divided out. What remains is a recursion: $\langle n_p\rangle_N=\mathrm{Tr}(c_p\rho_Nc_p^\dagger)=x_p(Z_{N-1}/Z_N)(1-\langle n_p\rangle_{N-1})$. For $N=1$, with $Z_0=1$ and $\langle n_p\rangle_0=0$, it gives $x_p/Z_1$, the two-level result.

## Proof of (b)

One anticommutation gives $\hat N^2=\hat N+\sum_{ab}c_a^\dagger c_b^\dagger c_bc_a$. If (1) holds, the sum averages to $\sum_{ab}(\gamma_{aa}\gamma_{bb}-\gamma_{ab}\gamma_{ba})=(\mathrm{Tr}\gamma)^2-\mathrm{Tr}\gamma^2$. Since $\langle\hat N\rangle=\mathrm{Tr}\gamma$,

$$\mathrm{Var}\,\hat N=\mathrm{Tr}\,\gamma(1-\gamma)=\sum_i\nu_i(1-\nu_i),$$

where $\nu_i=\langle n_i\rangle\in[0,1]$ are the eigenvalues of the Hermitian matrix $\gamma$, the occupations of the natural orbitals. Fixed $N$ means zero variance, and a sum of non-negative terms vanishes only if each $\nu_i$ is $0$ or $1$. If $\nu_i=1$ then $\mathrm{Tr}\,\rho(1-n_i)=0$ with $1-n_i$ a projector, so every state in the mixture $\rho$ has $n_i=1$; likewise $n_i=0$ for $\nu_i=0$. All $M$ occupations are then fixed, which leaves one determinant. For any other fixed-$N$ state the exact sum is $N(N-1)$, and it differs from the Wick sum $N^2-\mathrm{Tr}\gamma^2$ by $-\mathrm{Tr}\,\gamma(1-\gamma)$.

The same constraint holds level by level. From $\langle n_p\hat N\rangle=N\langle n_p\rangle$ follows $\sum_q\mathrm{Cov}(n_p,n_q)=0$, and the term $q=p$ is $\langle n_p\rangle(1-\langle n_p\rangle)$, so

$$\sum_{q\ne p}\mathrm{Cov}(n_p,n_q)=-\langle n_p\rangle(1-\langle n_p\rangle).\tag{4}$$

A fermion found in $p$ is missing from the other levels taken together. Equation (4) fixes only the sum; the sign of each term is shown in (c) for eigenmodes of the canonical state and need not hold in a general fixed-$N$ state.

## Proof of (c)

Sort the $N$-particle configurations by the occupations of $p$ and $q$, and write $s=x_p$, $t=x_q$, $A=E_N$, $B=E_{N-1}$, $C=E_{N-2}$. The weights for $(n_p,n_q)=(0,0),(1,0),(0,1),(1,1)$ are $A$, $sB$, $tB$, $stC$. Hence $Z_N=A+(s+t)B+stC$, $Z_N\langle n_pn_q\rangle=stC$, $Z_N\langle n_p\rangle=sB+stC$, $Z_N\langle n_q\rangle=tB+stC$, and

$$Z_N^2\,\mathrm{Cov}=\big[stAC+st(s+t)BC+s^2t^2C^2\big]-\big[stB^2+s^2tBC+st^2BC+s^2t^2C^2\big]=st(AC-B^2).$$

This is (2). For the sign, put $k=N-1$, so $0\le k\le M-2$. A term of $E_kE_k$ or $E_{k+1}E_{k-1}$ comes from a pair of subsets $(S,S')$: variables in both appear squared, variables in one appear singly. Consider a monomial with $k-m$ squared and $2m$ single variables. In $E_k^2$, $S$ needs $m$ of the single ones, giving coefficient $\binom{2m}{m}$. In $E_{k+1}E_{k-1}$, $S$ needs $m+1$, giving $\binom{2m}{m+1}=\frac{m}{m+1}\binom{2m}{m}$. The difference is $\binom{2m}{m}/(m+1)>0$. Monomials with $m=0$ exist because $k\le M-2$, and all $x_r>0$ at finite $\beta$, so $B^2-AC>0$. For two levels and one fermion, $B=1$ and $A=C=0$, and (2) becomes $-x_1x_2/Z_1^2=-\langle n_1\rangle\langle n_2\rangle$.

The same weights give the rule that replaces the product. With $\Pi=\langle n_pn_q\rangle$, $\langle n_p\rangle-\Pi=sB/Z_N$ and $\langle n_q\rangle-\Pi=tB/Z_N$, so $t(\langle n_p\rangle-\Pi)=s(\langle n_q\rangle-\Pi)$, and for $\varepsilon_p\ne\varepsilon_q$

$$\langle n_pn_q\rangle=\frac{x_p\langle n_q\rangle-x_q\langle n_p\rangle}{x_p-x_q}.\tag{5}$$

As an example take six levels $\varepsilon_p=0.01\,p$ Ha, $p=0,\dots,5$, with $N=3$ and $\beta=100$ Ha$^{-1}$. For the pair $(2,3)$, $x_2=0.135335$, $x_3=0.049787$, $E_1=1.392933$, $E_2=0.402273$, $E_3=0.009386$, $Z_3=0.093241$, and (2) reads

$$\mathrm{Cov}=-\frac{0.135335\times0.049787\,(0.402273^2-0.009386\times1.392933)}{0.093241^2}=-0.1153 .$$

With $\langle n_2\rangle=0.684542$ and $\langle n_3\rangle=0.315458$, (5) gives $(0.135335\times0.315458-0.049787\times0.684542)/(0.135335-0.049787)=0.1007$, against a product of $0.2159$. The five covariances of level 2 with $q=0,1,3,4,5$ are $-0.009487$, $-0.024787$, $-0.115285$, $-0.047964$, $-0.018421$, and they add to $-0.215944$ as (4) requires. That this equals $\langle n_2\rangle\langle n_3\rangle$ in magnitude is a symmetry of the half-filled ladder: the map $S\to\{5-p:\,p\notin S\}$ keeps three particles and, in units of the spacing, gives energy $15-(15-E_S)=E_S$, so $\langle n_p\rangle=1-\langle n_{5-p}\rangle$. Wick factorization with these occupations would give $\mathrm{Var}\,\hat N=0.7416$ for a system whose variance is zero.

The program tests (2), (4), (5) and the recursion against Fock-space traces for all levels and pairs of this ladder, and the positive coefficients symbolically for five variables. It also treats a random complex four-mode Hamiltonian in a basis that does not diagonalize it, at $\beta=1$ Ha$^{-1}$. The largest deviation from (1) is at rounding level in the grand state and in the ground determinant, and $0.0300$ in the canonical state with $N=2$. With $V$ the product of the occupations of two basis modes, the finite-difference slope of the grand potential, $0.216417$, equals the Hartree-Fock value, while the canonical slope is $0.189330$ against $0.213280$.

## Large systems

For $M$ degenerate levels all pairs are equivalent and $\langle n_p\rangle=\nu=N/M$, so (4) gives exactly $\mathrm{Cov}=-\nu(1-\nu)/(M-1)$: $-0.0500$ for $M=6$, $N=3$ and $-0.0444$ for $N=2$.

For a general spectrum use $P_N=\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}e^{i\varphi(\hat N-N)}$, valid because $\hat N-N$ has integer eigenvalues. On the sector $e^{-\beta H}$ and $e^{-\beta K}$ differ by a constant factor that cancels in averages, so $\mu$ is free. The trace of $e^{i\varphi\hat N}e^{-\beta K}$ is a product over modes of $1+e^{-\beta\xi_r}e^{i\varphi}\propto1-f_r+f_re^{i\varphi}$, and inserting $n_p$ keeps only the occupied term of factor $p$. Define

$$w(\varphi)=e^{-i\varphi N}\prod_r(1-f_r+f_re^{i\varphi}),\qquad f_p(\varphi)=\frac{f_pe^{i\varphi}}{1-f_p+f_pe^{i\varphi}},\qquad \overline{g}=\frac{\int w\,g\,d\varphi}{\int w\,d\varphi}.$$

Then exactly $\langle n_p\rangle=\overline{f_p}$ and $\langle n_pn_q\rangle=\overline{f_pf_q}$; a vanishing denominator is cancelled by the same factor in $w$. Factorization holds at each $\varphi$, but the weighted average of a product is not the product of the averages. The program tests the pair formula and the factorization at each angle for the ladder, at $\mu=0$, with the integral replaced by $M+1$ equally spaced angles, which is exact because $|\hat N-N|\le M$.

Choose $\mu$ so that $\sum_rf_r=N$, and set $v_r=f_r(1-f_r)$, $\sigma^2=\sum_rv_r$. Since $|1-f+fe^{i\varphi}|^2=1-2v(1-\cos\varphi)$ and $\ln(1-u)\le-u$, one has $|w|\le e^{-\sigma^2(1-\cos\varphi)}$, so for $\sigma^2\gg1$ only $|\varphi|\lesssim1/\sigma$ contributes. Expanding $\ln[1+f(e^{i\varphi}-1)]=if\varphi-\tfrac12v\varphi^2-\tfrac{i}{6}v(1-2f)\varphi^3+\dots$ and summing, the linear term cancels against $e^{-i\varphi N}$:

$$\ln w=-\tfrac12\sigma^2\varphi^2-\tfrac{i}{6}\kappa_3\varphi^3+\dots,\qquad\kappa_3=\sum_rv_r(1-2f_r),\quad|\kappa_3|\le\sigma^2 .$$

The Gaussian moments $\sigma^{-2}$, $3\sigma^{-4}$, $15\sigma^{-6}$ give $\overline{\varphi^2}=\sigma^{-2}[1+O(\sigma^{-2})]$, $\overline\varphi\approx-i\kappa_3/2\sigma^4=O(\sigma^{-2})$ and $\overline{\varphi^3}\approx-5i\kappa_3/2\sigma^6=O(\sigma^{-4})$. Differentiation gives $df_p/d\varphi=if_p(\varphi)[1-f_p(\varphi)]$, so $f_p(\varphi)=f_p+iv_p\varphi+\dots$, and every higher derivative also carries a factor $v_p$. The constant drops out of the covariance, the linear terms give $i^2v_pv_q(\overline{\varphi^2}-\overline\varphi^2)$, and all others are $v_pv_q\,O(\sigma^{-4})$. To leading order in $1/\sigma^2$,

$$\mathrm{Cov}(n_p,n_q)=-\frac{v_pv_q}{\sigma^2}\,\big[1+O(\sigma^{-2})\big].\tag{6}$$

The negative sign comes from $i^2$. For $M$ equally spaced levels in a band of width $0.02$ Ha, with $N=M/4$, $\beta=100$ Ha$^{-1}$ and the lowest and highest level as the pair, $M=40$ gives $-0.24789\times0.09093/7.0502=-3.197\times10^{-3}$ against the exact $-3.246\times10^{-3}$. The ratios of exact to leading value are $1.01534$, $1.00380$, $1.00095$ for $M=40,160,640$, and the program asserts that each differs from one by less than $1/\sigma^2$. The product $M\,\mathrm{Cov}$ runs $-0.1298$, $-0.1284$, $-0.1281$.

Each pair violation thus vanishes as $1/M$ when $\sigma^2\propto M$, but there are about $M^2$ pairs, and by (6) their sum is $-\sigma^2$ at leading order, which is extensive ($\sigma^2/M\approx0.177$ here). Whether the failure matters depends on the observable. As a scaling estimate at first order, an interaction whose pair matrix elements between eigenmodes are of order $U/M$ acquires an error of order $M^2\cdot(U/M)\cdot(1/M)=U$ in the total free energy, negligible per particle. The number variance weights all pairs equally, and its Wick value is wrong entirely. The same holds for a constant charging interaction $E_C\sum_{p<q}n_pn_q=E_C\hat N(\hat N-1)/2$, whose pair elements are all $E_C$: by the proof of (b) its Wick value exceeds the exact one by $\tfrac12E_C\,\mathrm{Tr}\,\gamma(1-\gamma)$, about $E_C\sigma^2/2$ for $\sigma^2\gg1$, which grows as the level spacing falls below $k_BT$. When the level spacing is comparable to $k_BT$, as in the dot and the ladder, $\sigma^2$ is of order one or less, (6) does not apply, and (2) must replace the product; (5) serves too for $\varepsilon_p\ne\varepsilon_q$, but it is $0/0$ for a degenerate pair such as two spin partners.

## Calculated quantities

```
random 4-mode model (beta=1/Ha), max |4-point - Wick| (dimensionless):
  grand 5.6e-17, ground determinant 1.1e-16, canonical N=2 0.0300
  grand dOmega/dU 0.216417, HF 0.216417; canonical dF/dU 0.189330, HF 0.213280
two levels: Delta 0.01 Ha, beta 100.0 1/Ha (T 3158 K), U 0.2 Ha
  canonical n1 0.731059, n2 0.268941, <n1 n2> 0.000000, n1*n2 0.196612
  45 deg basis: g_aa 0.500000, g_bb 0.500000, |g_ab| 0.231059, |g_ab|^2 0.053388, Wick 0.196612
  grand beta 100 1/Ha, mu 0.005 Ha: f1 0.622459, f2 0.377541, <n1 n2> 0.235004
  grand beta 200 1/Ha, mu 0.005 Ha: f1 0.731059, f2 0.268941, <n1 n2> 0.196612
  exact F(U)-F(0) 0.000000 Ha; HF diagrams 0.039322 Ha = 1.0700 eV
  mu needed for antiperiodic G: level 1 0.010000 Ha, level 2 0.000000 Ha
  Delta 0.01 Ha, beta 1000 1/Ha: n1*n2 - <n1 n2> = 4.5396e-05
  Delta 0.0 Ha, beta 1000 1/Ha: n1*n2 - <n1 n2> = 2.5000e-01
ladder eps_p = 0.01*p Ha, p=0..5, N=3, beta 100.0 1/Ha: Z_3 0.093241, Z_2 0.666874
  n_p: 0.952574 0.874615 0.684542 0.315458 0.125385 0.047426
  pair (2,3): x2 0.135335, x3 0.049787, E1 1.392933, E2 0.402273, E3 0.009386
  <n2 n3> 0.100659, n2*n3 0.215944, Cov -0.115285
  Cov(n2,nq), q=0,1,3,4,5: -0.009487 -0.024787 -0.115285 -0.047964 -0.018421
  their sum -0.215944, n2(1-n2) 0.215944
  Var N exact 0.000000, Wick value sum n(1-n) 0.741569
degenerate shell M=6, N=2: Cov -0.044444
degenerate shell M=6, N=3: Cov -0.050000
band width 0.02 Ha, N=M/4, beta 100.0 1/Ha, pair = lowest and highest level
  M 40: v_p 0.24789, v_q 0.09093, sigma2 7.0502, sigma2/M 0.17626
     Cov -3.24609e-03, leading -3.19706e-03, ratio 1.01534, M*Cov -0.12984
  M 160: v_p 0.24796, v_q 0.09115, sigma2 28.2616, sigma2/M 0.17664
     Cov -8.02787e-04, leading -7.99748e-04, ratio 1.00380, M*Cov -0.12845
  M 640: v_p 0.24797, v_q 0.09121, sigma2 113.1060, sigma2/M 0.17673
     Cov -2.00156e-04, leading -1.99966e-04, ratio 1.00095, M*Cov -0.12810
```
